# Saturation intensity of a rubidium atom and a room-temperature dye

A rubidium atom sits in a laser beam tuned to its D2 line and glows. At low power, doubling the intensity doubles the fluorescence. At higher power the brightness levels off, because an excited atom fluoresces at a fixed rate, and stronger light cannot raise the chance of being excited without limit. A dye molecule in a liquid also levels off, but at an intensity many orders of magnitude higher. What sets the two scales, and why are they so far apart?

## A back-of-envelope estimate

An excited atom emits at a rate $\Gamma$, so it can process roughly one photon per time $1/\Gamma$. Saturation begins when photons are absorbed about that often. A resonant atom whose only broadening is its own emission presents a target of about $\lambda^2$, where $\lambda$ is the wavelength. This area is an assumption here and is derived below. The required energy flux is then

$$I\sim\frac{(\text{photon energy})\,\Gamma}{\lambda^2}=\frac{hc\,\Gamma}{\lambda^3}.$$

For rubidium, the wavelength is about 7800 Å and the natural width $\hbar\Gamma$ is about $2.5\times10^{-8}$ eV. The calculation takes $\lambda=7802.4$ Å and $\hbar\Gamma=2.509\times10^{-8}$ eV as its inputs; the extra digits serve to fix the arithmetic. They correspond to a photon energy of 1.589 eV and a rate $\Gamma=3.812\times10^7$ s⁻¹. Hence

$$I\sim\frac{1.589\times3.812\times10^7}{(7802.4)^2}\approx1.0\ \text{eV s}^{-1}\text{Å}^{-2}.$$

One electronvolt per second through each square ångström is the right scale.

In a dye, the molecule's surroundings and its own vibrations spread the absorption over a band much wider than the radiative width. The target at any one frequency shrinks by about the ratio of these widths. Take a photon energy of 2 eV, a band 0.2 eV wide, a radiative width of $10^{-7}$ eV and a total decay width of $2\times10^{-7}$ eV. The target becomes $\lambda^2\times5\times10^{-7}\approx19$ Å$^2$, and the total decay rate is $3.0\times10^8$ s⁻¹. The estimate is

$$I\sim\frac{2\times3.0\times10^8}{19}\approx3\times10^7\ \text{eV s}^{-1}\text{Å}^{-2}.$$

The gap between the two emitters is therefore mainly a gap in linewidth. The numerical factors need a proper derivation.

## What is meant by saturation

Let $I_{\rm sat}$ be the intensity at which the steady excited population is half its strong-drive limit. For the atom I assume:

- two levels, $g$ and $e$, with $e$ decaying to $g$ alone;
- spontaneous emission as the only source of broadening;
- an atom at rest in vacuum, driven on resonance by light much narrower in frequency than $\Gamma$;
- a polarisation that matches the transition dipole.

In $^{87}$Rb, circularly polarised light can meet these conditions by driving the ground state $F=2,\ m=2$ to the excited state $F'=3,\ m'=3$. Dipole emission changes $m$ by at most one, and the ground level has no other state with $m\ge2$. The atom must return to where it started, which is why the transition is called cycling.

The algebra uses atomic units, $\hbar=e=m_e=4\pi\varepsilon_0=1$, so $h=2\pi$, and photon energy and angular frequency $\omega$ are the same number.

## From intensity to driving strength

Write the field at the atom as

$$\mathbf E=\tfrac12E_0\left(\boldsymbol\epsilon\,e^{-i\omega t}+\boldsymbol\epsilon^*e^{i\omega t}\right),\qquad \boldsymbol\epsilon^*\!\cdot\boldsymbol\epsilon=1 .$$

A plane wave carries the energy flux $\varepsilon_0c\,\mathbf E^2=c\,\mathbf E^2/(4\pi)$. On squaring the field, the terms in $e^{\pm2i\omega t}$ average to zero. The two cross terms give $2\times\tfrac14E_0^2=\tfrac12E_0^2$, so

$$I=\frac{cE_0^2}{8\pi}$$

for linear and circular light alike.

The interaction energy is $-\hat{\mathbf d}\cdot\mathbf E$. Matched polarisation means $\langle e|\hat{\mathbf d}|g\rangle\cdot\boldsymbol\epsilon=d$, the full size of the dipole matrix element. The part of the interaction that raises the atom while oscillating as $e^{-i\omega t}$ has magnitude $\tfrac12dE_0$. Its minus sign can be absorbed into the phase of $|e\rangle$. Therefore

$$H_{eg}=\tfrac12\Omega\,e^{-i\omega t},\qquad \Omega=dE_0 .$$

Any part that oscillates as $e^{+i\omega t}$ is dropped. Relative to the atom's own motion it turns at $2\omega$ and averages out when $\Omega$ and $\Gamma$ are far below $\omega$. This is the rotating-wave approximation. For rubidium at saturation, $\Omega$ is about $10^{-8}$ of $\omega$.

## The same dipole fixes the decay rate

The dipole $d$ is not an independent input, because it also governs spontaneous emission. Consider the modes of a large box of volume $V$. In its ground state, a mode of frequency $\omega_k$ has energy $\omega_k/2$, half of it electric. If $\mathcal E^2$ is its mean squared field, then

$$\frac{V\mathcal E^2}{8\pi}=\frac{\omega_k}{4}\quad\Longrightarrow\quad \mathcal E^2=\frac{2\pi\omega_k}{V}.$$

The squared matrix element for emission into this mode is $\mathcal E^2$ times the squared projection of the dipole on the mode's polarisation. The golden rule says

$$\Gamma=2\pi\sum_{\rm modes}|\text{matrix element}|^2\,\delta(\omega_k-\omega).$$

For a direction $\mathbf n$, the two polarisations together contribute $d^2-|\mathbf d\cdot\mathbf n|^2$, since the component along $\mathbf n$ does not radiate that way. Averaged over directions, $|\mathbf d\cdot\mathbf n|^2$ is $d^2/3$, so the angular integral is $4\pi(1-\tfrac13)d^2=8\pi d^2/3$. The number of modes per polarisation in a frequency interval and solid angle is $V\omega_k^2\,d\omega_k\,d\mathbf n/(8\pi^3c^3)$. Collecting factors,

$$\Gamma=2\pi\cdot\frac{2\pi\omega}{V}\cdot\frac{V\omega^2}{8\pi^3c^3}\cdot\frac{8\pi d^2}{3}=\frac{4\omega^3d^2}{3c^3}.$$

The box volume has cancelled, as it must.

## The steady excited population

Let $p$ be the excited population, and write the coherence as $\rho_{eg}=\sigma e^{-i\omega t}$. The density matrix obeys $\dot\rho=-i[H,\rho]$ plus decay. Let the coherence decay at a rate $\gamma$, left general because the dye will need it. On resonance the free oscillation cancels, leaving

$$\dot\sigma=-\gamma\sigma-\frac{i\Omega}{2}(1-2p),\qquad \dot p=-\Gamma p-\Omega\,{\rm Im}\,\sigma .$$

The factor $1-2p$ is the ground population minus the excited population. In the steady state the first equation gives

$$\sigma=-\frac{i\Omega}{2\gamma}(1-2p).$$

Putting this into the second gives

$$\Gamma p=R(1-2p),\qquad R=\frac{\Omega^2}{2\gamma}.$$

This is a rate balance. The light moves population up at a rate $R$ per ground-state atom and down at the same rate $R$ per excited atom, while spontaneous emission removes $\Gamma p$. Solving for $p$,

$$p=\frac{R}{\Gamma+2R}=\frac12\,\frac{s}{1+s},\qquad s=\frac{2R}{\Gamma}=\frac{\Omega^2}{\Gamma\gamma}.$$

For $s\ll1$ the population is $s/2$, proportional to intensity. For $s\gg1$ it approaches 1/2, because absorption and stimulated emission then nearly balance. Half the limit, $p=1/4$, is reached at $s=1$.

With spontaneous emission alone, the excited population falls as $e^{-\Gamma t}$, so the excited amplitude falls as $e^{-\Gamma t/2}$. The ground amplitude does not decay. The coherence is a product of one of each, hence $\gamma=\Gamma/2$ and

$$s=\frac{2\Omega^2}{\Gamma^2}.$$

If one instead marked saturation by $\Omega=\Gamma$, then $s=2$ and the quoted intensity would be twice as large. A saturation intensity needs its definition stated beside it.

## The saturation intensity

At $s=1$ we have $\Omega^2=\Gamma^2/2$, so $E_0^2=\Gamma^2/(2d^2)$ and

$$I_{\rm sat}=\frac{c}{8\pi}\,\frac{\Gamma^2}{2d^2}=\frac{c\,\Gamma^2}{16\pi d^2}.$$

The decay formula gives $1/d^2=4\omega^3/(3c^3\Gamma)$. Therefore

$$I_{\rm sat}=\frac{c\,\Gamma^2}{16\pi}\cdot\frac{4\omega^3}{3c^3\Gamma}=\frac{\Gamma\omega^3}{12\pi c^2}.$$

With $\omega=2\pi c/\lambda$, so that $\omega^3=8\pi^3c^3/\lambda^3$,

$$I_{\rm sat}=\frac{2\pi^2c\,\Gamma}{3\lambda^3}=\boxed{\frac{\pi hc\,\Gamma}{3\lambda^3}},$$

where the last step uses $h=2\pi$. The final form holds in ordinary units as well: $hc$ is an energy times a length, so the result is an energy per time and area. The rough estimate lacked only the factor $\pi/3\approx1.05$.

At fixed wavelength, $I_{\rm sat}$ rises with $\Gamma$. A larger dipole does respond more strongly to the field, with $\Omega^2\propto d^2\propto\Gamma$ at given intensity. But the drive must compete with faster decay, which demands $\Omega^2\propto\Gamma^2$. One power of $\Gamma$ remains.

### The target area

The area assumed at the start can now be found. In weak light the atom absorbs energy at the rate $\omega R$, so its cross-section is

$$\sigma_{\rm abs}=\frac{\omega R}{I}=\omega\,\frac{d^2E_0^2}{2\gamma}\,\frac{8\pi}{cE_0^2}=\frac{4\pi\omega d^2}{c\gamma}.$$

Let $\Gamma_r$ be the radiative part of the decay rate. Then $d^2=3c^3\Gamma_r/(4\omega^3)$, and

$$\sigma_{\rm abs}=\frac{3\pi c^2}{\omega^2}\,\frac{\Gamma_r}{\gamma}.$$

For the ideal atom $\Gamma_r=\Gamma=2\gamma$, which gives $\sigma_0=6\pi c^2/\omega^2=3\lambda^2/(2\pi)$, about half of $\lambda^2$. Since $s=1$ means $R=\Gamma/2$, the saturation intensity is also

$$I_{\rm sat}=\frac{\omega\Gamma}{2\sigma_0}.$$

The 2 comes from stimulated emission, which lets the population level off at 1/2 rather than 1.

### Rubidium

The cross-section is $\sigma_0=2.907\times10^7$ Å$^2$, so

$$I_{\rm sat}=\frac{1.589\times3.812\times10^7}{2\times2.907\times10^7}=1.042\ \text{eV s}^{-1}\text{Å}^{-2},$$

which is **1.67 mW/cm²**. The dipole inferred from the decay rate is 1.582 $e$Å, and the field amplitude is $1.122\times10^{-8}$ V/Å. Their product is $\hbar\Omega=1.77\times10^{-8}$ eV, equal to $\hbar\Gamma/\sqrt2$ as required. While it stays at rest, the atom then scatters photons at the rate $\Gamma/4=9.5\times10^6$ s⁻¹. A free atom is pushed by the light and gradually shifts out of resonance.

### When the atomic result fails

Suppose the light is detuned by $\Delta$ from resonance. The coherence equation gains a term $i\Delta\sigma$, so $\gamma$ in the steady coherence becomes $\gamma-i\Delta$. Taking the imaginary part,

$$R=\frac{\Omega^2}{2}\,\frac{\gamma}{\gamma^2+\Delta^2}.$$

With $\gamma=\Gamma/2$, the intensity needed for $s=1$ is multiplied by $1+4\Delta^2/\Gamma^2$. A moving atom sees Doppler-shifted light, so in a vapour the number above applies to those atoms whose shift is small compared with $\Gamma$. If the polarisation does not select the cycling transition, other Zeeman states take part and the formula for $I_{\rm sat}$ no longer applies. For linear light on $F=2\to F'=3$ alone, the steady population keeps the form $\tfrac12 s/(1+s)$, but $s=1$ needs about 3.05 mW/cm².

## Why a dye needs a different formula

Two assumptions fail for a dye at room temperature. First, the coherence is lost far faster than the population, so $\gamma\gg\Gamma/2$. Second, light lifts the molecule to a vibrationally excited level $h$ of the upper electronic state, which quickly relaxes to a lower level $e$. Emission from $e$ is then shifted to lower frequency. If this shift is well beyond the half-width $\gamma$ of the band, the pump hardly drives the excited molecule back down. The model below assumes this and neglects stimulated emission from $e$ altogether. For a shift $S$ and a Lorentzian band, the neglected downward rate is a fraction $f=\gamma^2/(\gamma^2+S^2)$ of the upward one. Keeping it would multiply both the strong-drive population and the saturation intensity found below by $1/(1+f)$, which is $2/3$ for $S=\gamma$ and about $0.9$ for $S=3\gamma$. In many real dyes the shift is comparable to $\gamma$, so the factor of 2 obtained from this step is an upper bound.

Consider a simple model. The pump connects $g$ and $h$ with the rate $R=\Omega^2/(2\gamma)$. Level $h$ relaxes to $e$ at a rate $k$, and $e$ returns to $g$ at a total rate $\Gamma_1$. Vibrational relaxation after emission is taken as immediate. The steady balances are

$$R(p_g-p_h)=k\,p_h,\qquad k\,p_h=\Gamma_1p_e .$$

The second gives $p_h=\Gamma_1p_e/k$. With $p_g=1-p_e-p_h$, the first becomes $R(1-p_e-2p_h)=\Gamma_1p_e$, and therefore

$$p_e=\frac{R}{\Gamma_1+R\,(1+2\Gamma_1/k)}\ \longrightarrow\ \frac{R}{\Gamma_1+R}\qquad(k\gg\Gamma_1).$$

The limit of strong driving is now 1, not 1/2. Half of it is reached at $R=\Gamma_1$, which is $I_{\rm dye}=\omega\Gamma_1/\sigma_{\rm abs}$ without the 2 in the denominator.

Let $\eta=\Gamma_r/\Gamma_1$ be the fluorescence yield, the fraction of excitations that end in emitted light. The model lumps the whole absorption band into the single transition $g\to h$. It gives this transition the same dipole as the emission from $e$ that sets $\Gamma_r$. In relating dipole to decay rate it ignores the difference between the two frequencies, so that $d^2=3c^3\Gamma_r/(4\omega^3)$ can be used again. The general cross-section then gives

$$I_{\rm dye}=\omega\Gamma_1\cdot\frac{\omega^2\gamma}{3\pi c^2\,\eta\Gamma_1}=\frac{\omega^3\gamma}{3\pi c^2\eta}=\frac{4\pi hc\,\gamma}{3\eta\lambda^3}.$$

This is for a dipole aligned with the field. It has the form of the atomic result with $\Gamma$ replaced by $4\gamma/\eta$. The excited-state lifetime has cancelled: at fixed yield, a shorter lifetime requires more frequent absorption, but it also implies a larger dipole that absorbs more readily.

### A model dye

The following round values are chosen and do not describe a particular compound: photon energy 2 eV, $\hbar\gamma=0.1$ eV, $\hbar\Gamma_1=2\times10^{-7}$ eV, $\eta=0.5$ and $\hbar k=0.01$ eV. Temperature enters through the chosen $\gamma$, which is not calculated here. The condition $k\gg\Gamma_1$ is well satisfied.

The cross-section follows from rubidium's by scaling $\lambda^2$ and including the factor $\Gamma_r/(2\gamma)$:

$$\sigma_{\rm abs}=2.907\times10^7\left(\frac{1.589}{2}\right)^2\frac{10^{-7}}{0.2}\approx9.2\ \text{Å}^2 .$$

The intensity is

$$I_{\rm dye}=\frac{2\times3.04\times10^8}{9.2}\approx6.6\times10^7\ \text{eV s}^{-1}\text{Å}^{-2},$$

or about $1.1\times10^8$ mW/cm².

## The comparison

Dividing the two formulas separates the causes:

$$\frac{I_{\rm dye}}{I_{\rm sat}}=\left(\frac{\omega_{\rm dye}}{\omega}\right)^3\cdot\frac{2\gamma}{\Gamma}\cdot2\cdot\frac1\eta
\approx2.0\times(8.0\times10^6)\times2\times2\approx6.4\times10^7 .$$

The factors are, in order, the higher photon energy, the ratio of full linewidths, the loss of stimulated emission at the pump frequency, and the imperfect yield. The linewidth supplies nearly seven of the almost eight orders of magnitude.

The dye is not a feeble absorber in the sense of having a small dipole. Its dipole in this model, which uses the vacuum relation between dipole and decay rate, is 2.24 $e$Å, against rubidium's 1.58 $e$Å. In a liquid of refractive index 1.33 the same radiative rate implies about 1.5 to 1.9 $e$Å, depending on the local-field correction, so the two dipoles are comparable. What differs is the time for which the dipole can respond in step with the field. The atom needs $\Omega^2=\Gamma^2/2$. The dye needs $\Omega^2=2\gamma\Gamma_1$, since the phase built up by the drive is lost within a time of order $1/\gamma$.

### Orientation and band shape

In a liquid, the molecules point in all directions. For linearly polarised light, a dipole at angle $\theta$ to the field has its pump rate reduced by $\cos^2\theta$. The squared direction cosines along three axes add to 1, so the average is 1/3. If the molecules tumble much faster than they are pumped or decay, each one experiences this average rate, and the required intensity triples to about $3.2\times10^8$ mW/cm². The ratio to rubidium becomes $1.9\times10^8$. Slower tumbling leaves the aligned molecules more saturated than the others, and a single factor no longer describes the sample.

The formula for $R$ also gives the band a Lorentzian shape, which a real dye band need not have. The area under the Lorentzian is $\int R\,d\Delta=\pi\Omega^2/2$, independent of $\gamma$. A band of another shape, built from narrower Lorentzians whose squared dipoles add up to $d^2$, therefore has the same area. For a full width $w$ at half maximum and unit height, a Lorentzian has area $\pi w/2$ and a Gaussian has area $\tfrac12w\sqrt{\pi/\ln2}$. At equal area and width the Gaussian peak is therefore higher by

$$\frac{\pi/2}{\tfrac12\sqrt{\pi/\ln2}}=\sqrt{\pi\ln2}\approx1.48,$$

and the saturation intensity is lower by the same factor. This holds directly if the components are transitions of one molecule from a common ground level, since their pump rates simply add. A band can also arise from molecules that each carry the full dipole on a narrow line, at frequencies set by their surroundings. Then the result needs every molecule to sample the whole band quickly compared with decay and with the pump rate of a molecule lying on resonance, which is far larger than the band-averaged rate, yet slowly compared with the bandwidth itself. With slower sampling the resonant molecules saturate first, and the sample as a whole needs more light. With sampling as fast as the bandwidth the line narrows, and it needs less.

The estimate leaves out the liquid's refractive index, the effect of the emission shift on the radiative rate, any stimulated emission left at the pump frequency, absorption by excited molecules, storage in triplet states and bleaching. Triplet storage can be the largest of these under continuous light. A triplet yield $\phi$ and lifetime $\tau_T$ lower the half-saturation intensity by the factor $1+\phi\,\Gamma_1\tau_T$, about 30 for $\phi=0.1$ and $\tau_T=1$ µs. The dye figure is thus an order of magnitude for the chosen model without triplets, whereas the rubidium figure, about 1.7 mW/cm², is limited only by the accuracy of its two inputs, provided the stated conditions hold.

The numerical check sums the vacuum modes explicitly and finds both saturation intensities by searching the steady states of the master equations. It also integrates the two-level equations under a full cosine drive, without the rotating-wave approximation, for a model with $\omega=100\,\Gamma$. The population at $s=1$ comes out as 0.2500.

## Computed results

```
RUBIDIUM D2 CYCLING LINE (measured inputs)
wavelength = 7802.4 angstrom
natural width hbar Gamma = 2.509e-08 eV
photon energy = 1.5891 eV
decay rate Gamma = 3.812e+07 1/s
transition dipole = 1.582 e angstrom
weak-field cross-section = 2.907e+07 angstrom^2
I_sat = 1.042 eV/(s angstrom^2)
I_sat converted = 1.669 mW/cm^2
I_sat from numerical search = 1.669 mW/cm^2
field amplitude at I_sat = 1.122e-08 V/angstrom
hbar Omega at I_sat = 1.774e-08 eV
photons scattered at I_sat = 9.530e+06 1/s
CHECKS
mode-sum/formula rate, linear = 1.0004
mode-sum/formula rate, circular = 1.0004
population at s=1, full cosine drive = 0.2500
MODEL DYE (chosen inputs)
photon energy = 2.0 eV
coherence decay hbar gamma = 0.10 eV
excited-state decay = 2.0e-07 eV
fluorescence yield = 0.5
vibrational relaxation = 0.01 eV
transition dipole = 2.237 e angstrom
aligned cross-section = 9.175 angstrom^2
I_dye aligned = 6.624e+07 eV/(s angstrom^2)
I_dye aligned converted = 1.061e+08 mW/cm^2
I_dye tumbling = 1.987e+08 eV/(s angstrom^2)
I_dye tumbling converted = 3.184e+08 mW/cm^2
COMPARISON
frequency factor = 1.994
width factor 2 gamma/Gamma = 7.971e+06
relaxation factor = 2.0
yield factor = 2.0
I_dye/I_sat, aligned, product = 6.357e+07
I_dye/I_sat, aligned, numerical = 6.357e+07
I_dye/I_sat, tumbling = 1.907e+08
tumbling factor from diffusion = 3.0004
Gaussian/Lorentzian peak ratio = 1.476
```
